# Kramers Partners and the Raman Relaxation Law: From T⁷ to T⁹, part 2

An ion with \(J=3/2\) in zero magnetic field has crystal-field Hamiltonian \(H_0\), a ground Kramers doublet \(a=|\tfrac12\rangle\), \(\bar a=|-\tfrac12\rangle\) at energy \(0\), and an excited doublet \(m=\pm\tfrac32\) at \(\Delta\), on which \(P\) projects. We seek the rate \(1/T_1=2W\) at which phonons relax the ground doublet; \(W\) is the flip rate. Angular momenta are in units of \(\hbar\). Strain \(e_{ij}\) couples through the time-even
\[
V=G\sum_{ij}e_{ij}\,\tfrac12(J_iJ_j+J_jJ_i).
\]

Time reversal \(\Theta\) is antiunitary, with \(\Theta^2=(-1)^{2J}\), and \(\bar a=\Theta a\) up to an irrelevant sign. For any operator \(O\),
\[
\langle\Theta a|Oa\rangle=\langle\Theta Oa|\Theta^2a\rangle
=\Theta^2\langle\tilde O\,\Theta a|a\rangle
=\Theta^2\langle\Theta a|\tilde O^\dagger|a\rangle,
\qquad \tilde O=\Theta O\Theta^{-1}.
\tag{1}
\]
Hence, for \(\Theta^2=-1\),
\[
\boxed{\langle\Theta a|V|a\rangle=0 ,}
\tag{2}
\]
and, for either sign,
\[
\langle\bar a|V|\bar a\rangle=\langle\Theta a|\Theta Va\rangle=\langle Va|a\rangle=\langle a|V|a\rangle .
\tag{3}
\]

With primes for the emitted wave,
\[
S\equiv\langle\bar a|V'PV|a\rangle=\Theta^2\langle\bar a|VPV'|a\rangle .
\tag{4}
\]
For \(\Theta^2=-1\), the absorption-first and emission-first routes nearly cancel:
\[
M=-\frac{S}{\Delta-\hbar\omega}-\frac{-S}{\Delta+\hbar\omega}
=-S\,\frac{(\Delta+\hbar\omega)-(\Delta-\hbar\omega)}{\Delta^2-\hbar^2\omega^2}
=-\frac{2\hbar\omega S}{\Delta^2-\hbar^2\omega^2}.
\tag{5}
\]
With a plus sign in (4), \(|M|^2=4|S|^2/\Delta^2\) at low frequency. For the quartet,
\[
\begin{aligned}
\alpha&=\langle\tfrac32|V|\tfrac12\rangle=\sqrt3G(e_{xz}-ie_{yz}),&
\langle-\tfrac32|V|-\tfrac12\rangle&=-\alpha^*,\\
\beta&=\langle\tfrac32|V|-\tfrac12\rangle=\sqrt3G\left(\tfrac{e_{xx}-e_{yy}}2-ie_{xy}\right),&
\langle-\tfrac32|V|\tfrac12\rangle&=\beta^*.
\end{aligned}
\tag{10}
\]
\[
S=\beta'^*\alpha+(-\alpha')\beta^*=\alpha\beta'^*-\alpha'\beta^* ,
\tag{11}
\]

Averages \(\langle\dots\rangle\) over wave directions and polarizations give \(\langle e_{xz}^2\rangle=\langle e_{yz}^2\rangle=\tfrac1{18}\) and
\[
\langle|\alpha|^2\rangle=\langle|\beta|^2\rangle=3G^2\cdot\tfrac2{18}=\tfrac13G^2 .
\tag{12}
\]

The crystal has density \(\rho\), sound speed \(v\) and displacement \(\mathbf u\). A mode has strain amplitude \(s=i\eta(a-a^\dagger)\), where \(a\) is the phonon operator, and occupation \(n=1/(e^x-1)\), \(x=\hbar\omega/kT\), with \(k\) Boltzmann's constant. With mode density \(g\), \(g\eta^2=3\hbar\omega^3/(4\pi^2\rho v^5)\). Also \(\int_0^\infty x^8n(n+1)\,dx=8!\,\zeta(8)\). The first derivation, by the golden rule, gave
\[
\frac1{T_1}=\frac{4\pi}{\hbar^2}\int(g\eta^2)^2\langle|M|^2\rangle n(n+1)\,d\omega
=\frac{9}{4\pi^3\rho^2v^{10}}\int\omega^6\langle|M|^2\rangle n(n+1)\,d\omega ,
\tag{8}
\]
\[
\boxed{\frac1{T_1}=\frac{128\pi^5}{15}\,\frac{\hbar^2G^4}{\rho^2v^{10}\Delta^4}\left(\frac{kT}{\hbar}\right)^9 .}
\tag{13}
\]

The second derivation removes the excited doublet first, then asks what slowly changing strain does to the ground doublet.

### Removing the excited doublet

Let \(H=H_0+V+H_{\rm ph}\), where \(V\) now contains the full strain operator at the ion and \(H_{\rm ph}\) is the phonon energy. With \(P_0\) the projector on the ground doublet, define \(X=PVP_0\), which lifts the ion to the excited doublet. Choose the anti-Hermitian operator
\[
A=\frac{X-X^\dagger}{\Delta}
\]
and transform
\[
e^AHe^{-A}=H+[A,H]+\tfrac12[A,[A,H]]+\dots
\]

Since \(H_0=\Delta P\), we have \(XH_0=0\) and \(H_0X=\Delta X\). Therefore \([A,H_0]=-X-X^\dagger\), which cancels the part of \(V\) linking the doublets. In second order, \([A,X+X^\dagger]+\tfrac12[A,[A,H_0]]\) becomes
\[
\tfrac12[A,X+X^\dagger]=\frac{XX^\dagger-X^\dagger X}{\Delta},
\]
and its part in the ground doublet is \(-X^\dagger X/\Delta\).

The phonon energy does not commute with strain. The Heisenberg equation \(\dot X=(i/\hbar)[H_{\rm ph},X]\) gives \([X,H_{\rm ph}]=i\hbar\dot X\), so
\[
[A,H_{\rm ph}]=\frac{i\hbar}{\Delta}(\dot X-\dot X^\dagger).
\]
The next commutator is
\[
\tfrac12[A,[A,H_{\rm ph}]]=\frac{i\hbar}{2\Delta^2}[X-X^\dagger,\dot X-\dot X^\dagger].
\]
In the ground doublet, the products that first lift the ion and then lower it survive: \(-X^\dagger\dot X\) from the first ordering and \(+\dot X^\dagger X\) from the second. Apart from spin-independent terms,
\[
H_{\rm eff}=-\frac{X^\dagger X}{\Delta}-\frac{i\hbar}{2\Delta^2}\left(X^\dagger\dot X-\dot X^\dagger X\right).
\tag{14}
\]

The remaining link between the doublets, \(i\hbar(\dot X-\dot X^\dagger)/\Delta\), is smaller than the original one by \(\hbar\omega/\Delta\). Its own second-order effect starts with two time derivatives and one more power of \(1/\Delta\), and is dropped. The parts of \(V\) that act within the ground doublet and within the excited doublet first enter the flip in third order in strain, which is also dropped.

### The flip term

From (10) and the rule behind (11), the flip element of a product \(Y^\dagger X\) is \(\alpha_X\beta_Y^\dagger-\alpha_Y\beta_X^\dagger\). Daggers replace stars because \(\alpha\) and \(\beta\) now contain strain operators. For \(Y=X\) it vanishes, since strain components at one point commute. The first term of (14) is thus a number in the doublet, as (2) and (3) require.

For the second term,
\[
\begin{aligned}
(X^\dagger\dot X)_{\bar aa}&=\dot\alpha\beta^\dagger-\alpha\dot\beta^\dagger,\\
(\dot X^\dagger X)_{\bar aa}&=\alpha\dot\beta^\dagger-\dot\alpha\beta^\dagger .
\end{aligned}
\]
Their difference is twice the first line, and the flip operator is
\[
F=-\frac{i\hbar}{\Delta^2}\left(\dot\alpha\beta^\dagger-\alpha\dot\beta^\dagger\right).
\tag{15}
\]
The strain components in \(\alpha\) are uncorrelated with those in \(\beta\) for isotropic phonons, and the commutators of one set with the rates of the other vanish for the same reason. The order of the factors is therefore immaterial.

The time derivative is what time reversal demands. A flip needs a time-odd lattice quantity; strain is even, its rate of change is odd, and the product of a strain with a strain rate is the first one available at second order.

Take two waves with strain amplitudes \(s_1(t)\) and \(s_2(t)\). The part of (15) containing both is
\[
F=-\frac{i\hbar}{\Delta^2}\,S\,(\dot s_1s_2-s_1\dot s_2).
\]
The bracket is, up to sign, twice the rate at which the point \((s_1,s_2)\) sweeps out area. If the two strains rise and fall in step, the point runs back and forth on a line through the origin and no area is swept. If they are out of phase it traces an ellipse, and the doublet turns by an amount set, at this order, by the area and not by the time taken. The doublet follows the strain adiabatically, and its flip comes from the geometry of the path.

For absorption from wave 1 and emission into wave 2, take \(s_1\to e^{-i\omega t}\) and \(s_2\to e^{i\omega t}\). Then \(\dot s_1s_2-s_1\dot s_2=-2i\omega\), and \(F=-2\hbar\omega S/\Delta^2\). This is the low-frequency form of (5), including its sign.

### The rate from strain fluctuations

The operator \(F\) acts on the doublet as a fluctuating transverse field. In first order the probability of a flip in time \(t\), summed over final lattice states, is \(\hbar^{-2}\iint\langle F^\dagger(t')F(t'')\rangle\,dt'dt''\). For \(t\) much longer than the memory of the strain this grows linearly, and
\[
W=\frac1{\hbar^2}\int_{-\infty}^{\infty}\langle F^\dagger(t)F(0)\rangle\,dt .
\tag{16}
\]

Let \(C(t)=\langle\alpha^\dagger(t)\alpha(0)\rangle\). By (12) and isotropy, \(\langle\beta(t)\beta^\dagger(0)\rangle\) is the same function. In a stationary state a derivative at time \(t\) gives \(C'\), one at time \(0\) gives \(-C'\), and one at each time gives \(-C''\). Harmonic phonons in equilibrium are Gaussian, so averages of four strains split into products of pairs. The four products from (15) are
\[
\begin{aligned}
\langle F^\dagger(t)F(0)\rangle
&=\frac{\hbar^2}{\Delta^4}\left[-C''C+C'^2+C'^2-CC''\right]\\
&=\frac{2\hbar^2}{\Delta^4}\left(C'^2-CC''\right).
\end{aligned}
\]
Because \(C\) vanishes at long times, \(\int CC''dt=-\int C'^2dt\). Hence
\[
W=\frac4{\Delta^4}\int_{-\infty}^{\infty}C'(t)^2\,dt .
\tag{17}
\]

From \(s=i\eta(a-a^\dagger)\), each mode contributes \(\eta^2[(n+1)e^{-i\omega t}+ne^{i\omega t}]\) to the strain correlation. With the average \(G^2/3\),
\[
C(t)=c\int_0^\infty\omega^3\left[(n+1)e^{-i\omega t}+ne^{i\omega t}\right]d\omega,
\qquad c=\frac{G^2}3\,\frac{3\hbar}{4\pi^2\rho v^5}=\frac{\hbar G^2}{4\pi^2\rho v^5}.
\]
A derivative multiplies the two exponentials by \(-i\omega\) and \(+i\omega\). In the time integral of \(C'^2\), products of two exponentials with the same sign of frequency average to zero. The two mixed products give \(2\pi\delta(\omega-\omega')\) each, with the factor \((-i\omega)(i\omega)=\omega^2\). Thus
\[
\int C'^2dt=4\pi c^2\int_0^\infty\omega^8n(n+1)\,d\omega .
\]
With (17) and \(1/T_1=2W\),
\[
\frac1{T_1}=\frac{32\pi c^2}{\Delta^4}\int_0^\infty\omega^8n(n+1)\,d\omega
=\frac{2\hbar^2G^4}{\pi^3\rho^2v^{10}\Delta^4}\,8!\,\zeta(8)\left(\frac{kT}\hbar\right)^9 ,
\]
which is (13). Six powers of \(\omega\) come from the two strain spectra, and two from the time derivative.

### When the static term can flip

Compare an integer spin, \(J=1\), with \(m=\pm1\) at energy \(0\) and \(m=0\) at \(\Delta\), under the same form of \(V\). Here
\[
\langle0|V|1\rangle=\frac G{\sqrt2}(e_{xz}+ie_{yz})\equiv\gamma,\qquad \langle-1|V|0\rangle=-\gamma .
\]
The flip product \(-\gamma'\gamma\) is unchanged when the waves are exchanged, as (4) demands for \(\Theta^2=+1\). The static term \(-X^\dagger X/\Delta\) now flips the doublet.

Strain also links \(m=\pm1\) directly, so intermediate states within the ground pair must be considered. Their sum, with \(i\) and \(f\) for the initial and final states, is
\[
\frac{V'_{fi}(V_{ii}-V_{ff})+V_{fi}(V'_{ff}-V'_{ii})}{\hbar\omega}=0
\]
by (3), which holds for either sign of \(\Theta^2\). With \(\langle|\gamma|^2\rangle=\tfrac12G^2\cdot\tfrac2{18}=G^2/18\), we have \(\langle|M|^2\rangle=4(G^2/18)^2/\Delta^2=G^4/(81\Delta^2)\), and (8) gives
\[
\frac1{T_1}=\frac{G^4}{36\pi^3\rho^2v^{10}\Delta^2}\,6!\,\zeta(6)\left(\frac{kT}\hbar\right)^7 .
\]
This is the two-phonon rate for coupling linear in strain. It is not the whole \(T^7\) term. Three steps by \(V\) within the ground pair also flip it, with an amplitude of order \(G^3/(\hbar\omega)^2\) that does not contain \(\Delta\). This three-phonon rate is again proportional to \(T^7\), and its ratio to the rate above is about \(0.0135\,G^2\Delta^2/(\hbar^3\rho v^5)\), or 6% for the parameters used below. A Kramers doublet has no such process, since \(V\) acts on it as a number. Quadratic terms, which (2) removes for a Kramers doublet, can also add here.

A magnetic field also lifts the ban. The Zeeman term \(Z\) is time-odd. If the field has a component across the \(z\) axis, it mixes excited states into the ground doublet, so that in first order \(\langle\bar a|V|a\rangle\) becomes \(-\langle\bar a|VPZ+ZPV|a\rangle/\Delta\). Equation (1) with \(\tilde Z=-Z\) makes the two terms equal, not opposite, and the element grows linearly with the field; for a field along \(z\), \(PZ|a\rangle=0\) and it stays zero. The static Raman amplitude is restored too: by this mixing, if the strain also shifts the two doublets relative to each other, and because a field component along \(z\) makes the denominators of the routes through the two excited states unequal. For a field along \(z\), with denominators \(D_\pm\) for \(m=\pm3/2\), the four terms add to \(-(\alpha\beta'^*+\alpha'\beta^*)(1/D_+-1/D_-)\), linear in the field. In a numerical diagonalization of the quartet in a weak tilted field, doubling the field multiplied it by 2.00. Such an amplitude does not carry the factor \(\hbar\omega\), and its square adds a rate proportional to \(B^2T^7\).

### Numbers for a model ion

Take \(\Delta/k=400\) K, \(G/k=800\) K, \(\rho=3000\) kg/m³, \(v=3000\) m/s and a Debye temperature of 200 K. At 4 K, \(kT/\hbar=5.237\times10^{11}\) s⁻¹. With \(\hbar/(\rho v^5)=1.447\times10^{-55}\) s⁴, \(128\pi^5/15=2611\) and \((G/\Delta)^4=16\), (13) gives
\[
\frac1{T_1}=2611\,(1.447\times10^{-55})^2\,(16)\,(5.237\times10^{11})^9\ \text{s}^{-1}\approx2.6\ \text{s}^{-1}.
\]

The second column below is this law. The third keeps the denominator \(\Delta^2-\hbar^2\omega^2\) of (5) and stops at the Debye frequency, with the integral done by numerical quadrature. The fourth does the same with the sign in (4) reversed and \(|S|\) unchanged. Rates are in s⁻¹.

| \(T\) (K) | \(T^9\) law | full integral | no cancellation |
|---|---|---|---|
| 2 | 0.00506 | 0.00508 | 3.67 |
| 4 | 2.59 | 2.64 | 474 |
| 8 | 1330 | 1430 | 62 800 |

The cancellation slows relaxation by a factor of about 720 at 2 K, 180 at 4 K and 44 at 8 K. At low temperature the ratio of the cancelled to the uncancelled rate is
\[
\left(\frac{kT}\Delta\right)^2\frac{8!\,\zeta(8)}{6!\,\zeta(6)}=56\,\frac{\zeta(8)}{\zeta(6)}\left(\frac{kT}\Delta\right)^2 .
\]
The large factor 56 reflects the energy of the phonons that matter. The function \(x^8n(n+1)\) peaks where \(x\coth(x/2)=8\), at \(x\approx8.0\), so they carry about \(8kT\), which is \(0.08\,\Delta\) at 4 K.

For the same reason \(kT\ll\Delta\) is too weak a condition for the pure ninth power. Expanding \((1-\hbar^2\omega^2/\Delta^2)^{-2}\approx1+2\hbar^2\omega^2/\Delta^2\) multiplies the law by
\[
1+2\,\frac{10!\,\zeta(10)}{8!\,\zeta(8)}\left(\frac{kT}\Delta\right)^2
=1+180\,\frac{\zeta(10)}{\zeta(8)}\left(\frac{kT}\Delta\right)^2 .
\]
The logarithmic slope of the full rate, \(d\ln(1/T_1)/d\ln T\), is 9.01 at 2 K, 9.04 at 4 K and 9.16 at 8 K.

### What each derivation assumes

Both derivations need a time-even coupling, zero field and weak strain. Both couple the ion to the symmetric strain alone. A transverse wave also turns the lattice locally by \(\boldsymbol\theta=\tfrac12\nabla\times\mathbf u\), and a crystal field that turns with it adds the time-even term \(-i[\boldsymbol\theta\cdot\mathbf J,H_0]\), of strength set by \(\Delta\). The cancellation and the ninth power survive, but the coefficient in (13) is multiplied by \(1+(\Delta/2G)^2\). This is 6% in the example, not included in the table, and a factor of 2 for \(G=\Delta/2\). Both obtain the numerical factor from isotropic Debye phonons with one speed, in thermal equilibrium. Neither the selection rule nor the sign in (4) depends on that phonon model.

The golden rule treats the phonons as modes of definite frequency and keeps both denominators. It therefore holds for phonon energies that are a sizable fraction of \(\Delta\), provided they stay away from it. If the phonon spectrum reaches \(\Delta\), the absorption-first denominator in (5) vanishes. The ion can then really occupy the excited doublet, and this resonant Orbach process needs a separate treatment with the width of the level. The cutoff at 200 K in the example excludes it.

The adiabatic derivation assumes \(\hbar\omega\ll\Delta\) from the start and gives the leading term. In return, (15) and (16) do not require the strain to consist of undamped modes; it may be any slow, stationary fluctuation with a short memory. Gaussian statistics enter when the four-strain average is split into pairs, and the Debye spectrum enters later still. This route also needs \(T_1\) to be much longer than the memory of the strain. At 4 K in the example, \(T_1\) is 0.38 s, while the thermal time \(\hbar/kT\) is about \(2\times10^{-12}\) s.

The two routes place the small factor differently. In the first it is the incomplete cancellation of two large amplitudes. In the second no large amplitude appears, because the static response of a Kramers doublet is a number and the flip begins with the strain rate.

All numerical values are calculated from the stated model.
